# Heat-bath selection of determinants from presorted integral lists, compared with CIPSI, part 1

(Sections cited here and not found follow in the second part.)

A selected configuration interaction code holds a set $V$ of determinants, diagonalizes the Hamiltonian in it, and must then decide which outside determinants to add. Done directly, this step builds every excitation of every member of $V$, evaluates its matrix element, and discards almost all of them. For Li$_2$ in a minimal basis, a set of 116 determinants has 567 spin-allowed double excitations per member, 65772 in all, and at a threshold of $2\times10^{-3}$ Ha only 135 of them pass. The number of candidates grows as the square of the number of electrons times the square of the number of empty orbitals, so the waste grows with the system. A perturbative criterion of the CIPSI type must in addition sum all contributions to a candidate before it can judge it.

Heat-bath configuration interaction (HCI) avoids the enumeration of doubles. The magnitude of a double-excitation matrix element is one antisymmetrized integral, whatever the other electrons do, and the acceptance rule can be decided for one parent determinant at a time. The same shortcut applied to single excitations is wrong, and the phrase "only accepted determinants are generated" holds with four qualifications, stated in section 4.

## 1. Conventions and matrix elements

Hartree atomic units are used. There are $M$ real orthonormal spin orbitals, numbered $0,\dots,M-1$ with all $\alpha$ orbitals before all $\beta$ orbitals, and $N$ electrons. A determinant is the ascending string $|D\rangle=a^\dagger_{k_1}\cdots a^\dagger_{k_N}|0\rangle$ with $k_1<\dots<k_N$, stored as a bit string. To act on $|D\rangle$, an operator $a_k$ or $a_k^\dagger$ is anticommuted past every creation operator with index below $k$. It therefore gives zero (if $k$ is empty for $a_k$, or filled for $a^\dagger_k$), or the modified ascending string times $(-1)^{\text{number of occupied orbitals below }k}$.

The Hamiltonian has one- and two-body terms only:
$$H=\sum_{tv}h_{tv}\,a^\dagger_t a_v+\tfrac12\sum_{tuvw}\langle tu|vw\rangle\,a^\dagger_t a^\dagger_u a_w a_v ,$$
with $\langle tu|vw\rangle=\iint\phi_t(1)\phi_u(2)\,r_{12}^{-1}\,\phi_v(1)\phi_w(2)$, spin included; the nuclear repulsion is a constant on the diagonal. Exchanging the dummy names $v\leftrightarrow w$ and using $a_va_w=-a_wa_v$ shows that the two-body term also equals $-\tfrac12\sum\langle tu|wv\rangle a^\dagger_ta^\dagger_ua_wa_v$. The average of the two forms is $\tfrac14\sum\langle tu\|vw\rangle a^\dagger_ta^\dagger_ua_wa_v$ with
$$\langle tu\|vw\rangle=\langle tu|vw\rangle-\langle tu|wv\rangle .$$
This integral changes sign under $v\leftrightarrow w$ by definition, and under $t\leftrightarrow u$ because $\langle ut|vw\rangle=\langle tu|wv\rangle$ (relabel the two electrons). The operator string changes sign under the same exchanges, so each product of integral and string is unchanged. The four orderings of a given pair of pairs are equal, they cancel the factor $\tfrac14$, and
$$H=\sum_{rp}h_{rp}\,a^\dagger_r a_p+\sum_{r<s}\sum_{p<q}\langle rs\|pq\rangle\,a^\dagger_r a^\dagger_s a_q a_p .$$
Each term moves at most two electrons, so $H_{ai}=\langle D_a|H|D_i\rangle$ vanishes when $D_a$ and $D_i$ differ in three or more occupied orbitals.

### Double excitations

Let $D_a$ arise from $D_i$ by emptying $p<q$ and filling $r<s$, all four distinct. The one-body term moves one electron and cannot contribute. A two-body term must empty both $p$ and $q$ with its two annihilators and fill both $r$ and $s$ with its two creators, so exactly one term of the restricted sum survives. Call the other $N-2$ occupied orbitals spectators, and let $\nu(k)$ be the number of spectators below $k$. The operators act from right to left.

- $a_p$ acts on $D_i$. The orbital $q$ lies above $p$, so only spectators count: $(-1)^{\nu(p)}$.
- $a_q$ acts after $p$ has been removed: $(-1)^{\nu(q)}$.
- $a_s^\dagger$ acts on the spectators alone: $(-1)^{\nu(s)}$.
- $a_r^\dagger$ acts with $s$ present, but $s$ lies above $r$: $(-1)^{\nu(r)}$.

Hence
$$H_{ai}=\sigma\,\langle rs\|pq\rangle,\qquad \sigma=(-1)^{\nu(p)+\nu(q)+\nu(r)+\nu(s)},\qquad |H_{ai}|=|\langle rs\|pq\rangle| .$$
The spectators enter through the sign alone. If the four indices are sorted as $k_1<k_2<k_3<k_4$, then $\nu(k_1)+\nu(k_2)$ has the parity of $\nu(k_2)-\nu(k_1)$, the number of spectators between $k_1$ and $k_2$, and likewise for $k_3,k_4$. So $\sigma$ is the parity of the number of spectators inside these two intervals. Physically, a pair interaction that scatters two electrons into two new orbitals has no operator left with which to involve a third electron, which is felt only through antisymmetry.

In terms of spatial orbitals, with $(rp|sq)=\iint r(1)p(1)\,r_{12}^{-1}\,s(2)q(2)$, spin integration leaves $\langle r_\alpha s_\beta\|p_\alpha q_\beta\rangle=(rp|sq)$ for opposite spins, where the exchange part vanishes, and $(rp|sq)-(rq|sp)$ for equal spins.

### Single excitations

Let $D_a$ arise from $D_i$ by $p\to r$. The one-body term gives $h_{rp}a_r^\dagger a_p$, with the sign $\sigma=(-1)^{\nu(p)+\nu(r)}$, where the spectators are now the $N-1$ occupied orbitals other than $p$. A two-body term contributes if it removes $p$ and a spectator $j$, and creates $r$ and the same $j$. Since the product of integral and string does not depend on the order within each pair, the term can be written $\langle rj\|pj\rangle\,a_r^\dagger a_j^\dagger a_j a_p$. The middle factor is the number operator of $j$, equal to 1 for a spectator, and the rest is again $a_r^\dagger a_p$. Because $\langle rp\|pp\rangle=0$, the sum may include $j=p$:
$$H_{ai}=\sigma\,F_{rp}(D_i),\qquad F_{rp}(D_i)=h_{rp}+\sum_{j\in D_i}\langle rj\|pj\rangle .$$
This is an element of the Fock operator built from the occupied orbitals of $D_i$. It depends on the whole occupation, so no table indexed by $(p,r)$ holds its magnitude. With canonical Hartree–Fock orbitals it vanishes for the Hartree–Fock determinant (Brillouin's theorem), while for another determinant it equals the sum of $\langle rj\|pj\rangle$ over the added orbitals minus the sum over the removed ones.

### The example system

All numbers refer to Li$_2$ at $R=5.0$ bohr, a round value near equilibrium, with RHF/STO-3G canonical orbitals and all six electrons correlated: $M=20$, $N=6$, and 1824 determinants in the $A_g$ sector of $D_{2h}$ with $M_S=0$. The occupied orbitals are $1a_g$ and $1b_{1u}$, the core pair at $-2.330$ Ha, and the valence orbital $2a_g$ at $-0.150$ Ha. The energies are $E_{\rm RHF}=-14.638643$ Ha and $E_{\rm FCI}=-14.667372$ Ha, so $E_{\rm corr}=-0.028729$ Ha ($-0.782$ eV), and the RHF determinant has $|c|=0.9533$ in the FCI vector. Every error quoted is relative to FCI in this basis. It measures the selection and says nothing about the accuracy of a minimal basis for the real molecule. With the core frozen, going from STO-3G to cc-pVDZ moves $E_{\rm corr}$ from $-0.0279$ to $-0.0312$ Ha and $|c|$ from 0.953 to 0.951 (so $|c|^9$, used in section 7, from 0.65 to 0.635). The numerical check, with its output, takes the reference matrix $H$ from PySCF and tests it against a string-driven $\sigma$-vector and an FCI energy.

The signed rules are tested on all connected pairs of the sector and agree with the reference to below $10^{-15}$ Ha. The 77616 double-connected pairs contain 786 orbital quadruples with a nonzero integral; within any quadruple $|H_{ai}|$ varies by at most $4.4\times10^{-16}$ Ha, while 714 quadruples occur with both signs. In the other $786-714=72$ the interval parity takes one value over all occupations of the sector. The single $2a_g\alpha\to3a_g\alpha$ has $|H|=2.8\times10^{-11}$ Ha from RHF, zero within the SCF convergence, and reaches 0.107 Ha among its 432 occurrences. That maximum couples two core-hole determinants whose FCI coefficients are below $10^{-6}$; with the core filled the element reaches 0.027 Ha, against a largest entry of 0.044 Ha in the list of doubles out of the $2a_g$ pair. A table of singles evaluated at the reference would hold zeros and miss all these couplings. Leaving singles out of the selection raises the HCI error from $7.7\times10^{-5}$ to $9.6\times10^{-5}$ Ha at $\epsilon=2\times10^{-3}$ Ha (108 instead of 116 determinants) and from $1.4\times10^{-7}$ to $2.4\times10^{-7}$ Ha at $\epsilon=10^{-4}$ Ha (428 instead of 446).

## 2. The CIPSI criterion

Let $P$ project on $V$, and let $|\Psi_0\rangle=\sum_{i\in V}c_i|D_i\rangle$ be the normalized lowest eigenvector of $PHP$, with eigenvalue $E_0$, assumed nondegenerate in $V$. The Epstein–Nesbet partition is
$$H_0=PHP+\sum_{a\notin V}|D_a\rangle H_{aa}\langle D_a|,\qquad W=H-H_0 ,$$
so $PWP=0$, and $W$ has no diagonal elements. Define
$$b_a=\langle D_a|H|\Psi_0\rangle=\sum_{i\in V}H_{ai}c_i,\qquad \Delta_a=H_{aa}-E_0 ,$$
and assume $\Delta_a>0$ for all external $a$. Expand the eigenproblem of $H_0+\lambda W$ in $\lambda$ with $\langle\Psi_0|\Psi_1\rangle=0$. The first order reads
$$(H_0-E_0)|\Psi_1\rangle=(E_1-W)|\Psi_0\rangle .$$
Projection on $\Psi_0$ gives $E_1=\langle\Psi_0|W|\Psi_0\rangle=0$, since $PWP=0$. Projection with $P$ gives $(PHP-E_0)P\Psi_1=0$, so $P\Psi_1$ is proportional to $\Psi_0$ by nondegeneracy, and zero by the normalization condition. Projection on $D_a$ gives $\Delta_ac_a^{(1)}=-\langle D_a|W|\Psi_0\rangle=-b_a$, because $W$ and $H$ have the same elements between $V$ and its complement. The second order reads $(H_0-E_0)\Psi_2=(E_1-W)\Psi_1+E_2\Psi_0$. Projected on $\Psi_0$, the left side vanishes, so $E_2=\langle\Psi_0|W|\Psi_1\rangle=\sum_ab_ac_a^{(1)}$. Therefore
$$c_a^{(1)}=-\frac{b_a}{\Delta_a},\qquad e_a=-\frac{b_a^2}{\Delta_a},\qquad E_2=\sum_{a\notin V}e_a .$$
The meaning and range of $e_a$ follow from the $2\times2$ problem in the basis $\{\Psi_0,D_a\}$, with diagonal $E_0$, $E_0+\Delta_a$ and coupling $b_a$. Its lower root is $E_0+\tfrac12\Delta_a-\tfrac12\Delta_a\sqrt{1+4b_a^2/\Delta_a^2}$, and $\sqrt{1+x}=1+x/2-x^2/8+\dots$ turns this into $E_0-b_a^2/\Delta_a+b_a^4/\Delta_a^3-\dots$. So $e_a$ is the leading energy gain from adding $D_a$ alone with $\Psi_0$ frozen, valid for $|b_a|\ll\Delta_a$.

CIPSI ranks candidates by $|e_a|$, or in a variant by $|c_a^{(1)}|$. Here CIPSI means the deterministic ranking by $|e_a|$ unless the variant is named. It needs the signed sum over all parents and a diagonal element for every candidate.

The formulas are tested against the spectrum of $H_0+\lambda W$ itself. Odd orders cancel in $[E(\lambda)+E(-\lambda)-2E_0]/(2\lambda^2)=E_2+O(\lambda^2)$, and even orders cancel in $[\Psi(\lambda)-\Psi(-\lambda)]/(2\lambda)=\Psi_1+O(\lambda^2)$. For a 176-determinant $V$ with $E_0=-14.66733611$ Ha and $\lambda=0.01$, formula and finite difference both give $E_2=-3.58898\times10^{-5}$ Ha, and the coefficients agree to $1.3\times10^{-6}$ of the largest one. The gap to be closed is $E_0-E_{\rm FCI}=-14.66733611+14.66737204=3.593\times10^{-5}$ Ha, so for this $V$ the second-order term leaves about $4\times10^{-8}$ Ha.

## 3. The heat-bath criterion

HCI replaces the sum by its largest term and drops the denominator:
$$\text{accept }D_a\notin V\iff m_a\equiv\max_{i\in V}|H_{ai}c_i|>\epsilon .$$
The name refers to heat-bath Monte Carlo sampling, in which excitations are drawn with probability proportional to $|H_{ai}|$; here a threshold replaces the random draw. The rule is a heuristic, not a further order of perturbation theory, and section 6 gives its exact relation to $e_a$. Its use is that it separates. A maximum exceeds $\epsilon$ exactly when at least one term does, so the accepted set is a union over parents,
$$A(\epsilon)=\bigcup_{i\in V}\{a\notin V:\ |H_{ai}|\,|c_i|>\epsilon\} .$$
Each parent is treated alone with the effective threshold $\epsilon/|c_i|$. No sign, no sum and no diagonal element is needed. A signed sum does not separate in this way, since it can exceed a threshold that none of its terms exceeds, and fall below one that several terms exceed.

## 4. Presorted lists and what the walk generates

For each pair $p<q$ build once the list $L_{pq}$ of entries $(v,r,s)$ with $v=|\langle rs\|pq\rangle|$, $r<s$, and $r,s\notin\{p,q\}$, in order of decreasing $v$. Terms with $r$ or $s$ in $\{p,q\}$ belong to diagonal and single elements and are left out. Entries with $v\le\tau$ may be dropped if $\tau\le\epsilon$, because $|c_i|\le1$ then gives $v|c_i|\le\epsilon$; the program uses $\tau=10^{-10}$ Ha, which removes the integrals forbidden by spin or spatial symmetry. For a parent $D_i$ and each occupied pair $p<q$, read $L_{pq}$ from the top. Stop at the first entry with $v|c_i|\le\epsilon$, skip an entry if $r$ or $s$ is occupied in $D_i$, and otherwise emit the target determinant.

**Claim.** The walk emits every double connection $(i,a)$ with $|H_{ai}c_i|>\epsilon$ exactly once, and nothing else.

*Soundness.* An emitted entry has $p,q$ occupied and $r,s$ empty in $D_i$, so the target is a double excitation of $D_i$, and $|H_{ai}|=v$ by section 1. It was read before the stop, so $v|c_i|>\epsilon$.

*Completeness.* Take a double connection with $|H_{ai}c_i|>\epsilon$. Its holes $p<q$ and particles $r<s$ define an entry of $L_{pq}$ with $v=|H_{ai}|>\epsilon/|c_i|\ge\epsilon\ge\tau$, so the entry is stored. Every earlier entry has $v'\ge v$, hence $v'|c_i|>\epsilon$, and the walk does not stop before it. The orbitals $r,s$ are empty, so it is not skipped.

*Uniqueness.* The holes are the orbitals in $D_i$ and not in $D_a$, and the particles the reverse. They fix one list and, with $r<s$, one entry.

Both soundness and completeness use the equality of $|H_{ai}|$ with a number stored before $D_i$ is known. The four qualifications are these.

1. Blocked entries, with $r$ or $s$ occupied, are read and skipped. They cost a bit test and build no determinant.
2. One sub-threshold entry is read in each list that is not exhausted. This read is called a stop.
3. The claim is about connections $(i,a)$, not determinants. A target can come from several parents or lie in $V$ already, so a lookup follows every emission.
4. Singles are outside the lists. They are enumerated and tested with $F_{rp}(D_i)$.

At every selection call the program asserts that the new determinants equal those found by scanning the reference matrix for $|H_{ai}c_i|>\epsilon$, and that the number of emitted doubles equals the number of passing double connections in that scan. It does so along all HCI runs and for random sets of 60 determinants with random coefficients.

## 5. Algorithm and cost

```
setup:
  for p < q:
    L[p,q] = [(|<rs||pq>|, mask(r,s)) for r < s, r,s not in {p,q},
              if |<rs||pq>| > tau], sorted by decreasing magnitude

select(V, c, eps):
  new = empty hash set
  for D_i in V:
    w = |c_i|
    for p occupied, r empty, same spin:            # singles, direct
      F = h[r,p] + sum_{j in D_i} <rj||pj>
      if |F|*w > eps: offer(D_i - p + r)
    for p < q occupied:                            # doubles, from lists
      for (v, mask) in L[p,q]:
        if v*w <= eps: break                       # stop
        if mask & D_i: continue                    # blocked
        offer(D_i - p - q + mask)                  # generated
  return new
offer(D): if D not in V: insert D in new

main(eps):
  V = {reference}
  loop:
    (E0, c) = lowest eigenpair of H in V
    new = select(V, c, eps)
    if new is empty: return V, E0, c
    V = V + new
```

The loop ends, because $V$ grows strictly within a finite space. At each step $E_0\ge E_{\rm FCI}$ by the variational principle, and $E_0$ cannot rise, since the old vector remains available in the enlarged space. The signs $\sigma$ are needed to build $H$ in $V$ and for $E_2$, not in `select`.

*Storage.* With $n=M/2$ spatial orbitals, spin conservation allows $n^2(n-1)^2$ opposite-spin entries ($p,q$ free, $r\ne p$, $s\ne q$) and $2\binom n2\binom{n-2}2$ same-spin entries, so storage is $O(M^4)$ and the single sort costs $O(M^4\log M)$. For $n=10$ these counts are $8100+2520=10620$. Spatial symmetry leaves 1572 nonzero entries in $\binom{20}2=190$ lists. This is $2\times786$, as each quadruple appears once in each direction. With restricted orbitals the $\alpha\alpha$ and $\beta\beta$ lists coincide and can be shared.

*Reads.* One sweep reads $G+B+S$ entries (generated, blocked, stops). There is at most one stop per occupied pair, so $S\le|V|\,N(N-1)/2$. The blocked entries of one list are pairs from the $M-2$ other orbitals that are not both among the $M-N$ empty ones. With $x=M-2$, $y=M-N$ and $x(x-1)-y(y-1)=(x-y)(x+y-1)$,
$$B_{\rm list}\le\binom{M-2}2-\binom{M-N}2=\tfrac12(N-2)(2M-N-3),$$
which is 62 for the example, ignoring spin and symmetry. The worst case is thus $O(N^3M)$ blocked reads per determinant, reached only if all blocked entries are stored and pass the threshold. Direct enumeration visits $\binom N2\binom{M-N}2=O(N^2M^2)$ doubles per determinant at any threshold. With spin conservation and three electrons of each spin in ten orbitals the count is $2\binom32\binom72+(3\cdot7)^2=126+441=567$.

*Singles.* There are at most $N(M-N)$ elements, each a sum of $N$ integrals, so $O(N^2M)$ work per determinant at any threshold. When $|c_i|$ is so small that all lists stop at their heads, at cost $O(N^2)$, the singles dominate. The triangle inequality gives the occupation-independent bound $|F_{rp}|\le U_{rp}=|h_{rp}|+\sum_j|\langle rj\|pj\rangle|$ over all $j$, and skipping a single when $U_{rp}|c_i|\le\epsilon$ loses nothing. The value must still be computed for those that survive. The program does not use this screen.

This part has derived the matrix elements and both selection criteria, and has shown that the presorted lists yield every double connection above the threshold exactly once, while singles must be tested directly. What remains is to count the reads for Li$_2$, to compare the HCI and CIPSI sets, and to examine stability and failure modes.
